# Square-root growth of conductivity in a harmonic chain with velocity exchange, part 2

A chain of $N$ equal masses joined by harmonic springs, with no on-site potential ("unpinned"), is held between rigid walls and heated through its two end particles. Each neighbouring pair swaps velocities at random times, at rate $\gamma$, which conserves momentum and energy. The aim is to derive, to leading order in $1/N$, the conductivity $\kappa_N=JN/(T_+-T_-)$:

$$
\kappa_N\simeq C\sqrt N,\qquad 
C=\frac{\sqrt2\,\pi^{3/2}}{32\,S}\,\frac{\omega^{3/2}}{\sqrt\gamma},\qquad 
S=\sum_{n\ \rm odd}n^{-3/2},
\tag{1}
$$

as $N\to\infty$. Here $\omega^2$ is the spring constant divided by the mass, $J$ is the steady energy current, and $T_+$ and $T_-$ are the temperatures of the baths on particles 1 and $N$, each with friction $\lambda$. Mass, lattice spacing and Boltzmann's constant are set to one.

Particle $i$ has displacement $q_i$, velocity $p_i$ and kinetic temperature $T_i=\langle p_i^2\rangle$. The stationary second moments of the $q_i$ and $p_i$ obey closed linear equations, the moment equations. With $Z_{ij}=\langle q_ip_j\rangle$, they show that

$$
J=-\omega^2Z_{i+1,i}-\frac\gamma2(T_{i+1}-T_i)
\tag{5}
$$

is the same on every bond; its second term is the energy carried by swaps. At the first site,

$$
J=\lambda(T_+-T_1).
\tag{6}
$$

Waves of small wavenumber $k$ travel at speed $\omega$ and relax at a rate close to $\gamma k^2$. Their mean free path equals the chain length at

$$
k_N=\sqrt{\frac{\omega}{\gamma N}} .
\tag{7}
$$

For long chains $Z$ and $T$ become continuous fields of $r=i-j$ and $s=(i+j)/2$, with letter subscripts denoting derivatives, and

$$
T'(s)=-2\gamma Z_{rr}(0^+,s).
\tag{15}
$$

The moment equations were checked against stochastic trajectories for four particles, with $\omega=1$, $\gamma=0.7$, $\lambda=1$ and baths at 1.5 and 0.5. All entries of $\langle p_ip_j\rangle$ and $Z$ agreed to within 0.0035.

## The solution, its prefactor and finite chains

The chain has $N$ sites, spring frequency $\omega$, swap rate $\gamma$ and bath friction $\lambda$. The coordinates are the separation $r=i-j>0$ and the mean position $s=(i+j)/2$. The field $Z=\langle q_ip_j\rangle$ obeys, from the first half,

$$
\begin{gathered}
\gamma^2Z_{rrrr}=\omega^2Z_{ss},\qquad Z(r,0)=Z(r,N)=0,\\
Z(0,s)=0,\qquad Z_r(0,s)=-J/\omega^2,
\end{gathered}
\tag{17}
$$

and decays at large $r$. The temperature gradient is $T'(s)=-2\gamma Z_{rr}(0^+,s)$. The current $J$ is uniform along the chain.

The conditions at the two ends call for a sine series in $s$. Put $q_n=n\pi/N$. The constant in the slope condition has the expansion

$$
1=\sum_{n\ \rm odd}\frac{4}{\pi n}\sin(q_ns),\qquad 0<s<N,
$$

because the coefficient $(2/N)\int_0^N\sin(q_ns)\,ds$ equals $4/(\pi n)$ for odd $n$ and zero for even $n$. We therefore write

$$
Z(r,s)=-\frac{J}{\omega^2}\sum_{n\ \rm odd}\frac{4}{\pi n}\sin(q_ns)\,f_n(r),
\qquad f_n(0)=0,\quad f_n'(0)=1 .
\tag{18}
$$

Two derivatives of the sine give $-q_n^2$, so (17) requires $f_n''''=-(\omega q_n/\gamma)^2f_n$. Define

$$
\alpha_n=\sqrt{\frac{\omega q_n}{2\gamma}}=\sqrt{\frac{\pi\omega n}{2\gamma N}},
\qquad\text{so that}\qquad f_n''''=-4\alpha_n^4f_n .
$$

An exponential $e^{\mu r}$ solves this if $\mu^4=-4\alpha_n^4$. Since $(1+i)^4=(2i)^2=-4$, the four roots are $\mu=\alpha_n(\pm1\pm i)$. The two with negative real part decay. Their combination that vanishes at $r=0$ with unit slope is

$$
f_n(r)=\frac{e^{-\alpha_nr}\sin(\alpha_nr)}{\alpha_n}.
\tag{19}
$$

Its derivatives are $f_n'=e^{-\alpha_nr}[\cos(\alpha_nr)-\sin(\alpha_nr)]$ and $f_n''=-2\alpha_ne^{-\alpha_nr}\cos(\alpha_nr)$, so $f_n''(0)=-2\alpha_n$.

Inserting this into the gradient gives two minus signs from $-2\gamma$ and $-J/\omega^2$ and a third from $f_n''(0)$:

$$
\begin{aligned}
T'(s)&=\frac{2\gamma J}{\omega^2}\sum_{n\ \rm odd}\frac{4}{\pi n}(-2\alpha_n)\sin(q_ns)\\
&=-\frac{16\gamma J}{\pi\omega^2}\sqrt{\frac{\pi\omega}{2\gamma N}}
\sum_{n\ \rm odd}\frac{\sin(q_ns)}{\sqrt n}.
\end{aligned}
\tag{20}
$$

In this asymptotic profile the temperature falls in the direction of a positive current.

To integrate (20) over the chain we need the temperatures at its ends. By (6) the first particle lies below its bath by $J/\lambda$, which is of order $N^{-1/2}$. We assume that the further drop across the few sites where the continuum form fails is also of order $J$. The profile then starts at $T_+$ and ends at $T_-$ to leading order. For odd $n$, $\int_0^N\sin(q_ns)\,ds=2N/(\pi n)$, and so

$$
T_+-T_-=\frac{32\gamma JN}{\pi^2\omega^2}\sqrt{\frac{\pi\omega}{2\gamma N}}\,S,
\qquad S=\sum_{n\ \rm odd}n^{-3/2}.
$$

Solving for $JN/(T_+-T_-)$,

$$
\kappa_N=\frac{\pi^2\omega^2}{32\gamma S}\sqrt{\frac{2\gamma N}{\pi\omega}}
=\frac{\sqrt2\,\pi^{3/2}}{32S}\,\frac{\omega^{3/2}}{\sqrt\gamma}\,\sqrt N ,
\tag{21}
$$

which is (1). The even terms of $\zeta(3/2)=\sum_n n^{-3/2}$ add up to $2^{-3/2}\zeta(3/2)$, so $S=(1-2^{-3/2})\zeta(3/2)=1.68876$, and $C=0.14572\,\omega^{3/2}/\sqrt\gamma$.

Integrating (20) from the centre, where the temperature is the mean of the baths by symmetry, gives the profile. The factor before the sum is eliminated with the temperature difference just found:

$$
T(s)=\frac{T_++T_-}{2}+\frac{T_+-T_-}{2S}\sum_{n\ \rm odd}\frac{\cos(n\pi s/N)}{n^{3/2}} .
\tag{22}
$$

This is not a straight line, even though the bath temperatures may differ by an arbitrarily small amount. A local Fourier law with a uniform conductivity would give a straight line. Here the current at one point depends on temperatures throughout the chain, because the longest waves cross it with few collisions.

The shape near a wall follows from the sum in (20). For small $x=\pi s/N$ the odd integers, spaced by two, can be replaced by half an integral:

$$
\sum_{n\ \rm odd}\frac{\sin nx}{\sqrt n}\simeq\frac12\int_0^\infty\frac{\sin nx}{\sqrt n}\,dn
=\frac12\sqrt{\frac{\pi}{2x}}=\frac12\sqrt{\frac{N}{2s}} .
$$

Hence

$$
T'(s)\simeq-4J\sqrt{\frac{\gamma}{\pi\omega^3s}},\qquad
T_+-T(s)\simeq8J\sqrt{\frac{\gamma s}{\pi\omega^3}} .
\tag{23}
$$

The gradient is steep at the wall, but the temperature drop there is integrable.

The exponent also has a simple kinetic reading. In a kinetic estimate each wavenumber contributes its squared speed divided by its relaxation rate, $\omega^2/(\gamma k^2)$ for long waves. Summing down to the cutoff $k_N=\sqrt{\omega/(\gamma N)}$ gives a conductivity of order $\omega^2/(\gamma k_N)=\omega^{3/2}\gamma^{-1/2}\sqrt N$. The estimate reproduces the dependence on all three quantities but not the number 0.14572, which requires the boundary conditions.

The same estimate shows what pinning does. An on-site spring of constant $\nu^2$ changes the frequency to $\Omega=\sqrt{\nu^2+4\omega^2\sin^2(k/2)}$. The group speed at small $k$ becomes $\omega^2k/\nu$, while the relaxation rate remains $\gamma k^2$. Their combination tends to the finite value $\omega^4/(\gamma\nu^2)$, and the divergence disappears.

For a numerical example take $\omega=1$, $\gamma=0.7$, $\lambda=1$ and $T_+-T_-=1$ in the model units. The predicted prefactor is $C=0.14572/\sqrt{0.7}=0.1742$. The moment equations are linear and can be solved at finite $N$ without the continuum approximation. At $N=240$ they give $J=0.012435$, so

$$
\kappa_{240}=240\times0.012435=2.984,\qquad C\sqrt{240}=2.698 .
$$

The leading formula is 10% below the computed conductivity. For $N=30$, 60, 120 and 240 the computed values are 1.237, 1.634, 2.193 and 2.984. They exceed $C\sqrt N$ by 0.283 at $N=30$, rising to 0.286 at $N=240$. At this swap rate the excess is almost constant over the range and so loses weight as the chain grows; as discussed below, this constancy is special to $\gamma$ near $\omega/\sqrt2$. Its value has not been derived here.

Because of this excess the apparent exponent approaches one half slowly. Successive doublings of the length give 0.401, 0.425 and 0.444. If the excess stays at $B=0.286$, the local exponent is

$$
\frac{d\ln\kappa_N}{d\ln N}=\frac12\,\frac{C\sqrt N}{C\sqrt N+B}.
$$

It reaches 0.49 when $C\sqrt N=49B=14.0$, that is, at $N\approx6500$. A power law fitted to short chains would thus give too small an exponent for these parameters.

To extract the prefactor one must decide which corrections to allow. A local conduction channel in parallel with the long waves shows why a logarithm can occur. Suppose it carries the current $\kappa_\ell g$, with $g=-T'$, and that $\kappa_\ell$ is small enough for first-order treatment. The long waves then carry $J-\kappa_\ell g$ in place of $J$. Let $J_n=4J/(\pi n)$ be the sine coefficients of the constant $J$. Equation (20) says that the unperturbed coefficients of $g$ are $g_n=\rho\sqrt n\,J_n$, with $\rho$ independent of $n$. The first-order change is $\delta g_n=-\rho\sqrt n\,\kappa_\ell g_n$. Since $\int_0^N\sin(q_ns)\,ds=(N/2J)J_n$, the temperature difference at fixed current changes by

$$
-\kappa_\ell\frac{N}{2J}\sum_{n\ \rm odd}\rho\sqrt n\,J_n\,g_n
=-\frac{\kappa_\ell}{J}\,\frac N2\sum_{n\ \rm odd}g_n^2
=-\frac{\kappa_\ell}{J}\int_0^N(T')^2\,ds .
$$

The conductivity therefore changes by $\delta\kappa=\kappa_\ell N\int(T')^2ds/(T_+-T_-)^2$. According to (23), $(T')^2\simeq16\gamma J^2/(\pi\omega^3s)$ near each wall. The integral is logarithmic, cut off at one lattice spacing, and with $J=C(T_+-T_-)/\sqrt N$ the two walls give

$$
\delta\kappa\simeq\frac{32\gamma C^2}{\pi\omega^3}\,\kappa_\ell\ln N\simeq0.22\,\kappa_\ell\ln N .
\tag{24}
$$

The swap current in (5) is one such channel, with $\kappa_\ell=\gamma/2=0.35$. Alone it would raise the excess by $0.22\times0.35\times\ln8=0.16$ between $N=30$ and $N=240$, which is not seen. A plausible reason is that short waves supply an opposite term. With the lattice speed $\omega\cos(k/2)$ and rate $4\gamma\sin^2(k/2)$, the kinetic integrand is $(\omega^2/4\gamma)[\sin^{-2}(k/2)-1]$, to be averaged over $-\pi<k<\pi$. Cut off at $k_N$, the first term gives a multiple of $\cot(k_N/2)\simeq2/k_N$, which grows as $\sqrt N$ and contains no constant. The $-1$ contributes $-\omega^2/(4\gamma)=-0.357$. The sum of the two is $-0.007$, which would remove the logarithm almost entirely. The two terms cancel only near $\gamma=\omega/\sqrt2$, where the example happens to lie. With $\omega=\lambda=1$ the excess rises from 0.67 to 0.80 between $N=30$ and $N=240$ for $\gamma=1.5$, and falls from 0.01 to $-0.15$ for $\gamma=0.25$. These drifts have the sign of $\gamma/2-\omega^2/(4\gamma)$, but less than half the size that (24) would give ($+0.26$ and $-0.39$), so the coefficient 0.22 is not confirmed at these lengths. This cancellation is a conjecture, since the short-wave term has not been derived from the moment equations of the open chain.

The prefactor was accordingly extracted from the four lengths with the terms $\sqrt N$, $\ln N$, a constant and $1/\sqrt N$. This set of corrections is an ansatz. The result is $C=0.1743$, against the predicted 0.1742. Agreement this close is not to be expected for all parameters: changing only the swap rate to $\gamma=3$ makes the extracted value 9% too high, and changing only the friction to $\lambda=5$ makes it 5% too low. With all three rates changed, to $\omega=1.5$, $\gamma=0.6$ and $\lambda=3$, the same procedure gives 0.336, which is 2.6% below the predicted 0.346. There the excess over $C\sqrt N$ is 0.362, 0.381, 0.379 and 0.354 at the four lengths. It is not monotonic, so the corrections have not yet settled into a simple form.

The intermediate results can be examined at $N=240$ with the first set of parameters. In these comparisons the position is shifted by half a site, so that the chain lies symmetrically in $0<s<N$. Site $i$ is placed at $s=i-\frac12$, a pair at $s=(i+j-1)/2$, and temperatures between sites are interpolated linearly. The shift is beyond the leading order, but the quoted deviations depend on it, most of all near the walls, where the profile varies as $\sqrt s$. With the curvature taken as the second difference of $Z$ centred at $r=1$, the relation (15) between gradient and curvature holds at the centre with a ratio of 0.963 instead of one. On the central line $s=N/2$ the largest magnitude of $Z$ occurs at $r=9$, where the computed value is $-0.0475$ and (18), with the computed current, gives $-0.0469$. Along that line the largest deviation is 1.9% of the peak, and along $s=N/4$ it is 2.5%. Swaps carry 7.7% of the current at the centre, a share that falls as $N^{-1/2}$ because $T'\sim N^{-1}$ while $J\sim N^{-1/2}$.

The temperature profile separates (22) from a straight line. At $s/N=0.25$ the computed temperature lies 0.172 above the mean, the series gives 0.163 and the straight line 0.250. At $s/N=0.05$ the three values are 0.365, 0.353 and 0.450. The largest deviation from the series, relative to the full temperature difference, falls from 4.4% at $N=30$ to 1.9% at $N=240$. Further values stand in the numerical output.

With an on-site spring of constant 1 added to every site and all other parameters kept, the conductivity is 0.712 at $N=60$ and 0.742 at $N=120$. The local exponent is 0.06, compared with 0.425 for the unpinned chain over the same doubling. This agrees with the kinetic argument that pinning removes the long-wave divergence.

Several conditions limit the use of (21). The cutoff $k_N$ must be small compared with one, which requires $N\gg\omega/\gamma$. In a chain much shorter than $\omega/\gamma$ most waves cross without being scattered, and letting $\gamma\to0$ in (21) at fixed $N$ is not allowed. For frequent swaps, the local conductivity $\gamma/2$ must be small beside $C\sqrt N$. This requires $\sqrt N\gg3.4(\gamma/\omega)^{3/2}$, since $0.5/0.14572=3.4$. Weak contacts also delay the asymptotic regime. The two baths take up a temperature difference $2J/\lambda$, which is small beside $T_+-T_-$ if $\sqrt N\gg2C/\lambda$. Very strong friction delays the regime as well when swaps are rare. The temperature then drops between the end particle and its neighbour, and the ratio $J/(T_1-T_2)$ falls towards the swap value $\gamma/2$. For $\omega=1$, $\gamma=0.1$ and $N=240$ the conductivity is 0.93 of $C\sqrt N$ at $\lambda=1$, but 0.63 at $\lambda=30$ and 0.44 at $\lambda=300$, although the conditions above are met.

In physical units, with lattice spacing $a$ and with $\omega$, $\gamma$ and $\lambda$ in inverse seconds, the right side of (21) is multiplied by $k_Ba$. The result is the conductivity of a single chain in W m/K, still to be divided by a cross-section if a bulk value is wanted. The swaps are one simple kind of momentum-conserving scattering. The exponent one half rests on their relaxation rate $\gamma k^2$ at small $k$ and need not hold for other kinds. The swaps do not describe the collisions in a particular solid or molecule, so no material is assigned to the parameters. Classical statistics also require $2\hbar\omega\ll k_BT$, since $2\omega$ is the highest frequency of the chain. A substrate that ties the atoms of a chain to fixed positions acts as an on-site potential. In the example, an on-site spring as strong as the springs between neighbours lowers the conductivity at $N=120$ from 2.19 to 0.74, a factor of three, and the factor grows with length because the pinned value has nearly ceased to rise.

## Calculated quantities

```
All quantities in model units (mass = k_B = spacing = 1)
omega = 1.0, gamma = 0.7, lambda = 1.0, T difference = 1
S, sum over odd n of n^-1.5 = 1.68876
C*sqrt(gamma)/omega^1.5 (pure number) = 0.14572
4-particle chain: J from moment equations = 0.1555
4-particle chain: largest moment difference to trajectories = 0.0035
N =  30: J = 0.041235, kappa = 1.2371, C*sqrt(N) = 0.9540, max profile error = 0.0437
N =  60: J = 0.027227, kappa = 1.6336, C*sqrt(N) = 1.3491, max profile error = 0.0328
N = 120: J = 0.018278, kappa = 2.1934, C*sqrt(N) = 1.9079, max profile error = 0.0244
N = 240: J = 0.012435, kappa = 2.9845, C*sqrt(N) = 2.6982, max profile error = 0.0186
local exponents of kappa, successive doublings: 0.4011 0.4251 0.4443
C extracted = 0.17434, C predicted = 0.17417
second set: omega = 1.5, gamma = 0.6, lambda = 3.0
second set: kappa = 2.2553 3.0585 4.1646 5.7083
second set: C extracted = 0.33646, predicted = 0.34561
N = 240: exchange share of current at centre = 0.0771
N = 240: -2*gamma*Z_rr / T' at centre = 0.9628
N = 240: peak of Z on central line at r = 9: -0.04751, predicted -0.04692
N = 240: max error of Z relative to peak, s = N/2: 0.0192, s = N/4: 0.0249
Temperature minus mean, N = 240 (computed, series, straight line):
  s/N = 0.05: 0.3646, 0.3526, 0.4500
  s/N = 0.10: 0.3034, 0.2907, 0.4000
  s/N = 0.25: 0.1720, 0.1631, 0.2500
  s/N = 0.40: 0.0662, 0.0626, 0.1000
pinned control, on-site spring constant 1.0: kappa(60) = 0.7118, kappa(120) = 0.7417, exponent = 0.0593
```
